# Where a Bonding-Orbital Hole Sits in a Tin–Carbon Bond

Organotin photoresists contain alkyl groups attached to tin through tin–carbon bonds. Ionizing radiation can remove an electron from such a bond. This problem asks which atom loses that electron, which atom then carries the positive charge, and why the two answers differ.

Take one orbital on carbon and one on tin, each directed along the bond. They are normalized and orthogonal. Their site energies are $e_C$ and $e_{Sn}$, and

$$d=e_{Sn}-e_C ,$$

so $d>0$ means that carbon lies lower. The Hamiltonian element between them is $-t$, with $t>0$. The neutral bond holds two electrons of opposite spin. Until part (f) the electrons are independent: $d$ and $t$ do not depend on how many electrons are present. Energies are in eV and charges in units of the elementary charge $e$.

## (a) Find the bonding level.

**Solution.** Put the zero of energy at $e_C$. For an orbital with amplitudes $c_C$ and $c_{Sn}$, the Schrödinger equation is

$$\begin{pmatrix}0&-t\\-t&d\end{pmatrix}\begin{pmatrix}c_C\\c_{Sn}\end{pmatrix}=E\begin{pmatrix}c_C\\c_{Sn}\end{pmatrix}.$$

A nonzero solution requires a vanishing determinant:

$$(-E)(d-E)-(-t)^2=E^2-dE-t^2=0 .$$

The roots are

$$E_\pm=\frac{d\pm R}{2},\qquad R=\sqrt{d^2+4t^2}.$$

The lower root $E_-$ is the bonding level. Since $R>|d|$, it is negative and so lies below the carbon site energy. It also lies below the tin site energy, because $E_--d=-(R+d)/2<0$. The two levels are separated by $R$.

## (b) What fraction of the bonding orbital is on carbon?

**Solution.** The first row of the matrix equation, taken at $E=E_-$, reads $-t\,c_{Sn}=E_-c_C$. Hence

$$\frac{c_{Sn}}{c_C}=-\frac{E_-}{t}=\frac{R-d}{2t}.$$

The ratio is positive, so the two amplitudes have the same sign. Square it and use $4t^2=R^2-d^2=(R-d)(R+d)$:

$$\frac{c_{Sn}^2}{c_C^2}=\frac{(R-d)^2}{(R-d)(R+d)}=\frac{R-d}{R+d}.$$

The cancellation is allowed because $R-d>0$. Normalization, $c_C^2+c_{Sn}^2=1$, now gives

$$c_C^2=\frac{1}{1+\dfrac{R-d}{R+d}}=\frac{R+d}{2R}.$$

Call this fraction $w$:

$$w=\frac12\left(1+\frac{d}{\sqrt{d^2+4t^2}}\right),\qquad c_{Sn}^2=1-w .$$

When carbon lies lower, $d>0$ and $w>1/2$. The derivation nowhere needed $d>0$, so the formula also holds for negative $d$, where tin has the larger share.

Two limits show what controls the result. For $|d|\ll t$, $R\approx2t$ and $w\approx\frac12+d/(4t)$: the orbital is shared almost equally. For $d\gg t$, expanding the root gives $R\approx d+2t^2/d$, so $d/R\approx1-2t^2/d^2$ and

$$w\approx1-\frac{t^2}{d^2}.$$

The orbital is then nearly a carbon orbital. If $d$ and $t$ both vanish, the levels are degenerate and the formula has no meaning.

An energy derivative provides a second route to $w$. With the energy zero left free, $E_-=(e_C+e_{Sn}-R)/2$. At fixed $e_{Sn}$ and $t$, $\partial d/\partial e_C=-1$, so $\partial R/\partial e_C=-d/R$ and

$$\frac{\partial E_-}{\partial e_C}=\frac12\left(1+\frac dR\right)=w .$$

This must equal $c_C^2$. The energy is the expectation value of $H$ in a normalized eigenvector. A small change of that vector contributes $2E_-(c_C\,\delta c_C+c_{Sn}\,\delta c_{Sn})$, which is zero by normalization. What remains is the explicit dependence of $H$ on $e_C$, whose coefficient is $c_C^2$.

## (c) Remove one electron. How much of the hole is on carbon?

**Solution.** Define the hole weight of a site as the electron population it loses. Two electrons in the bonding orbital give carbon the population $2w$; one electron gives it $w$. The loss is

$$2w-w=w ,$$

and the loss on tin is $2(1-w)-(1-w)=1-w$. The losses add to one electron, as they must.

This step uses the fact that the orbital is the same before and after ionization. For independent electrons that is true at fixed nuclei, since the Hamiltonian does not depend on the occupation. With repulsion, the remaining electron readjusts, and part (f) finds by how much.

## (d) Which atom carries the positive charge of the cation?

**Solution.** Count each site as neutral when it holds one electron of this bond. Its net charge is one minus its population. For the neutral bond,

$$q_C=1-2w,\qquad q_{Sn}=1-2(1-w)=2w-1 .$$

For the cation,

$$q_C=1-w,\qquad q_{Sn}=1-(1-w)=w .$$

For $w>1/2$, carbon loses more of the electron, yet tin has the larger positive charge afterwards. Carbon started negative, and part of its loss, $2w-1$ out of $w$, goes into cancelling that negative charge. Tin started positive and becomes more so. A hole weight describes a change, while a net charge describes the final state.

The same populations show what happens if the cation's bond is stretched. Let $t$ fall at fixed $d>0$, slowly enough for the remaining electron to stay in the lowest level. Then $w\to1$, so $q_{Sn}\to1$ and $q_C\to0$: the carbon fragment leaves as a neutral radical and tin keeps the charge. For $d<0$ the electron would end on tin and the charge on carbon. The sign that matters is that of $d$ for the separating fragments, which may differ from its value in the intact bond. For the separated cation, $d$ is the ionization energy of the alkyl radical minus that of the tin radical. Rough Hartree–Fock values for CH$_3$ against SnH$_3$ or Sn(OH)$_3$ put it at only about 1 to 2 eV when the tin cation is made planar, and slightly below zero for Sn(OH)$_3$ at fixed geometry, so its sign can depend on the alkyl group and on the ligands of tin.

The loss of bonding can be measured by comparing energies with those of separate sites. With one electron on each separate site, the reference energy is $0+d$, and the neutral bond is stabilized by

$$2E_--d=(d-R)-d=-R .$$

For the cation with $d>0$, the reference is one electron on carbon, at energy zero:

$$E_--0=-\frac{R-d}{2}.$$

These are electronic terms of the model, not dissociation energies, because the repulsion between the atomic cores is absent. The neutral reference is chosen to represent two radicals. Independent electrons at fixed $d>0$ would both go to carbon as $t\to0$, so this simple model does not itself describe how the neutral bond breaks into radicals.

## (e) Evaluate the results for $d=4.0$ eV and $t=3.0$ eV. How sensitive is the hole weight?

**Solution.** These are round illustrative parameters, not fitted to a molecule, and they describe a rather polar bond: in Hartree–Fock calculations on CH$_3$SnH$_3$ the localized Sn–C bond has a carbon share of about 0.60 to 0.70, depending on basis set and population rule. The splitting is

$$R=\sqrt{4.0^2+4(3.0)^2}=\sqrt{52}=7.21\ \text{eV},$$

and the bonding level lies at $(4.0-7.21)/2=-1.61$ eV relative to the carbon site energy. With $d/R=0.555$,

$$w=\frac{1+0.555}{2}=0.78 .$$

About 78% of the hole is on carbon and 22% on tin. The net charges are:

| State | Carbon | Tin |
|---|---:|---:|
| Neutral bond | −0.55 | +0.55 |
| Cation | +0.22 | +0.78 |

The electronic stabilization falls from 7.21 eV to 1.61 eV in magnitude, each relative to its own reference in part (d). The size of this fall depends on those references: $d=4.0$ eV of the neutral value is the energy gained by moving the tin electron to carbon, and it would remain at zero hopping. The part due to hopping falls from $7.21-4.0=3.21$ eV to 1.61 eV, that is by half, because one of the two bonding electrons is gone. In this model ionization therefore weakens the bond. If the hopping then falls to 1.0 eV at fixed $d$, the charge on tin rises from 0.78 to 0.95; at 0.1 eV it is above 0.99.

For the sensitivity, use $\partial R/\partial d=d/R$ and $\partial R/\partial t=4t/R$:

$$\frac{\partial w}{\partial d}=\frac12\left(\frac1R-\frac{d^2}{R^3}\right)=\frac{R^2-d^2}{2R^3}=\frac{2t^2}{R^3},$$

$$\frac{\partial w}{\partial t}=-\frac{d}{2R^2}\,\frac{4t}{R}=-\frac{2dt}{R^3}.$$

The values are $+0.048$ and $-0.064$ per eV. A larger energy difference polarizes the bond, while a larger hopping shares the electrons more evenly. At the four corners of the range $d=3.0$ to $5.0$ eV and $t=2.5$ to $3.5$ eV, $w$ lies between 0.70 and 0.85. Because $w$ rises with $d$ and falls with $t$ throughout this range, these corner values bound it. Even the first decimal of 0.78 thus depends on the chosen parameters.

## (f) How do orbital overlap and electron repulsion change the answer?

**Solution for overlap.** Atomic orbitals on neighbouring atoms overlap. Suppose that our orthonormal orbitals were made from parent orbitals of overlap $s$ by symmetric orthogonalization. The orbital with coefficients $c$ in the orthonormal set has coefficients $b=S^{-1/2}c$ in the parent set, where

$$S=\begin{pmatrix}1&s\\s&1\end{pmatrix},\qquad S^{1/2}=\begin{pmatrix}\alpha&\beta\\\beta&\alpha\end{pmatrix}.$$

Squaring $S^{1/2}$ requires $\alpha^2+\beta^2=1$ and $2\alpha\beta=s$. Therefore $(\alpha^2-\beta^2)^2=1-4\alpha^2\beta^2=1-s^2$, and the positive root gives $\alpha^2-\beta^2=\sqrt{1-s^2}$. The inverse of $S^{1/2}$ has diagonal elements $\alpha/\sqrt{1-s^2}$ and off-diagonal elements $-\beta/\sqrt{1-s^2}$.

The Mulliken rule divides the overlap density equally between the atoms. It gives carbon the weight $b_C(Sb)_C$, with $Sb=S^{1/2}c$:

$$w_M=\frac{(\alpha c_C-\beta c_{Sn})(\alpha c_C+\beta c_{Sn})}{\sqrt{1-s^2}}
=\frac{\alpha^2w-\beta^2(1-w)}{\sqrt{1-s^2}}.$$

Insert $w=(1+d/R)/2$. The numerator becomes $[(\alpha^2-\beta^2)+(\alpha^2+\beta^2)d/R]/2$, so

$$w_M=\frac12\left(1+\frac{d/R}{\sqrt{1-s^2}}\right).$$

For $s=0.3$, close to the overlap of pure p orbitals along the bond, $w_M=0.79$ instead of 0.78. Directed sp$^3$ hybrids of carbon and tin overlap by about 0.6, which gives $w_M=0.85$. The orbital has not changed; only the division of its density has. If $|d|/R>\sqrt{1-s^2}$, one Mulliken weight exceeds one and the other is negative, so these weights are not probabilities in general.

**Solution for repulsion.** Let two electrons on the same site repel with energy $U$, equal on both sites, and omit repulsion between sites. Let $d_0$ be the site-energy difference without repulsion. In the mean-field neutral state, each electron feels the other's density: $Uw$ on carbon and $U(1-w)$ on tin. The effective difference is therefore

$$d=d_0+U(1-w)-Uw=d_0-U(2w-1)=d_0-U\frac dR .$$

Keep this effective $d$ at 4.0 eV, so that the neutral orbital is unchanged. For a rough $U=4.0$ eV,

$$d_0=4.0+4.0(0.555)=6.22\ \text{eV}.$$

The single electron of the cation has no partner to repel it and feels $d_0$. Replacing $d$ by $d_0$ in the formula for $w$ gives a carbon population of 0.860. The carbon loss is now

$$1.5547-0.8598\approx0.69 .$$

The remaining electron has moved towards carbon, which reduces the net loss there. It also raises the charge on tin to 0.86.

The neutral state can be treated beyond mean field. Use the singlet states with both electrons on carbon, one on each site, and both on tin. Their energies are $U$, $d_0$ and $2d_0+U$. The middle state is a normalized sum of two spin arrangements, each reached with amplitude $-t$, so its coupling to either outer state is $-2t/\sqrt2=-\sqrt2\,t$:

$$H_2=\begin{pmatrix}U&-\sqrt2t&0\\-\sqrt2t&d_0&-\sqrt2t\\0&-\sqrt2t&2d_0+U\end{pmatrix}.$$

If $x$ and $y$ are the first two amplitudes of its lowest normalized eigenvector, the carbon population is $2x^2+y^2$. Diagonalization gives 1.519, and the carbon loss becomes $1.519-0.860=0.66$. This is exact for the two-site model with these parameters, not for a molecule. Nor do these parameters describe separation into radicals: because $U<d_0$, both electrons of the neutral bond still go to carbon as $t\to0$.

## (g) What does a neighbouring oxygen orbital do, and what does the model say about a resist?

**Solution.** Tin in these resists is also bound to oxygen. Add a filled oxygen orbital at energy $E_--\delta$, coupled to the tin orbital by $-g$. Its coupling to the bonding orbital is $-g\,c_{Sn}$. For weak coupling, first-order perturbation theory gives the oxygen amplitude in the upper filled orbital as

$$\frac{-g\,c_{Sn}}{E_--(E_--\delta)}=-\frac{g\,c_{Sn}}{\delta},$$

so the oxygen share of a hole in that orbital is $g^2(1-w)/\delta^2$ to leading order. For the rough choice $g=\delta=1.0$ eV this would be 0.22. The amplitude is then about 0.47, too large for a reliable first-order estimate. Diagonalizing the three-orbital matrix

$$\begin{pmatrix}0&-t&0\\-t&d&-g\\0&-g&E_--\delta\end{pmatrix}$$

and taking the middle level, which is the upper of the two filled ones, gives shares of 0.72 on carbon, 0.16 on tin and 0.12 on oxygen.

Thermal excitation is unimportant by comparison. At a rough bake temperature of 450 K, $kT=0.039$ eV and $R/kT=186$. In the two-orbital cation, the population of the antibonding level relative to the bonding one, $e^{-R/kT}$, is negligible at fixed nuclei. With oxygen included, the two filled orbitals lie more than $\delta=1.0$ eV apart, which is over $25\,kT$, so thermal transfer of the hole between them is negligible too. Heat can still move the nuclei and so change $d$ and $t$.

For a real organotin resist, the assumption of an isolated bond with a rigid orbital is the weak point. Taken one at a time, the corrections above move the carbon share from 0.78 to values between 0.66 and 0.79 (0.85 if the overlap is 0.6). For these parameters repulsion has the largest effect, but an oxygen level closer to the bonding level could have a larger one. They have not been combined, and their parameters are rough choices, so this interval is not an error bar. Real molecules can lie outside it: in Hartree–Fock calculations on CH$_3$SnH$_3$, removing an electron from the highest orbital and letting the others relax takes about 0.5 to 0.6 electron from the whole methyl group, and only 0.15 to 0.33 from the carbon atom itself. The model's carbon site is better read as the alkyl group. An extreme-ultraviolet photon of about 92 eV can also ionize other orbitals, and the hole may begin elsewhere. The model describes a hole that has reached the tin–carbon bonding orbital. It suggests why that bond is weakened and, if carbon remains the lower site during stretching, why an alkyl radical can leave while tin keeps the charge. It does not give the probability of that event or the exposure dose. The numerical output lists the values at higher precision.

## Values computed for the example and the checks

```
Site-energy difference d = 4.0 eV
Hopping t = 3.0 eV
Level splitting R = 7.2111 eV
Bonding level above carbon site energy = -1.6056 eV
Antibonding level above carbon site energy = 5.6056 eV
Amplitude ratio tin/carbon = 0.5352 (no unit)
Polarity d/R = 0.5547 (no unit)
Hole weight on carbon w = 0.7774 (no unit)
Hole weight on tin = 0.2226 (no unit)
Carbon population, neutral = 1.5547 electrons
Carbon population, cation = 0.7774 electrons
Neutral bond: carbon charge = -0.5547 e
Neutral bond: tin charge = +0.5547 e
Cation: carbon charge = +0.2226 e
Cation: tin charge = +0.7774 e
Electronic stabilization, neutral = -7.2111 eV
Electronic stabilization, cation = -1.6056 eV
Cation at hopping 3.0 eV: tin charge = +0.7774 e
Cation at hopping 2.0 eV: tin charge = +0.8536 e
Cation at hopping 1.0 eV: tin charge = +0.9472 e
Cation at hopping 0.5 eV: tin charge = +0.9851 e
Cation at hopping 0.1 eV: tin charge = +0.9994 e
Slope of w with d = +0.0480 per eV
Slope of w with t = -0.0640 per eV
w for d 3.0 to 5.0 eV, t 2.5 to 3.5 eV: 0.6970 to 0.8536 (no unit)
Parent-orbital overlap s = 0.3 (no unit)
Mulliken carbon weight with overlap = 0.7907 (no unit)
On-site repulsion U = 4.0 eV
Bare site difference d0 = 6.2188 eV
Carbon population, relaxed cation = 0.8598 electrons
Carbon population, exact two-site neutral = 1.5190 electrons
Carbon loss, mean-field neutral = 0.6949 electrons
Carbon loss, exact two-site neutral = 0.6592 electrons
Oxygen level below bonding level, delta = 1.0 eV
Oxygen-tin coupling g = 1.0 eV
Hole with oxygen: carbon weight = 0.7177 (no unit)
Hole with oxygen: tin weight = 0.1635 (no unit)
Hole with oxygen: oxygen weight = 0.1188 (no unit)
Bake temperature = 450 K
Thermal energy kT = 0.0388 eV
Splitting over thermal energy R/kT = 186 (no unit)
```
